The CISD gradient on Hartree–Fock orbitals and its Z-vector equation, part 2

We seek the analytic derivative dE/dx of the CISD energy of a closed-shell molecule, built on real restricted Hartree–Fock orbitals φ_p, with all electrons correlated. Atomic units are used. Here h_pq contains the kinetic energy and nuclear attraction, (pq|rs) is the Coulomb repulsion between φ_pφ_q and φ_rφ_s, and V_nn is the nuclear repulsion. For the normalized CISD state Ψ, with E_pq = Σ_σ a†_pσ a_qσ, the density matrices are

γ_pq = ⟨Ψ|E_pq|Ψ⟩,
Γ_pqrs = ⟨Ψ|E_pq E_rs − δ_qr E_ps|Ψ⟩.   (2)

A skeleton derivative, marked (x), differentiates the atomic integrals, including the motion of basis functions and nuclear charges, with the orbital coefficients C held fixed. Orthonormality of the orbitals gives

S_pq^(x) + U_pq + U_qp = 0,   (11)

U = −½S^(x) + κ,   κᵀ = −κ.   (12)

The orbital Lagrangian and its antisymmetric part are

F_rp = Σ_q h_rq γ_pq + Σ_qst (rq|st) Γ_pqst,   (10)

Λ = 2(F − Fᵀ).   (14)

Rotating the orbitals to C exp(tX), with X antisymmetric and the CI coefficients fixed, changes the energy at the rate Σ_{r>p} Λ_rp X_rp at t = 0. For CISD with all electrons correlated,

Λ_ij = 0,   Λ_ab = 0.   (16)

Let **H**(x) be the CI matrix, c(x) its normalized optimal vector, and c(0) = c(x) + δ the frozen one. The excess energy is quadratic in δ:

c(0)ᵀ**H**(x)c(0) − E(x) = c(0)ᵀ[**H**(x) − E(x)]c(0)
                      = δᵀ[**H**(x) − E(x)]δ.   (5)

The example is BH in the cc-pVDZ basis at a bond length x of 2.60 bohr, with boron at the origin, hydrogen on the positive z axis, and 3 occupied and 16 virtual orbitals. In the final table, the frozen-CI excess is (5) averaged over both displacement directions, the rotation derivative is for one randomly chosen X, and the frozen-core entry excludes boron 1s from the excitations.

## Orbital response, the Z-vector and the complete gradient

For a closed-shell CISD state with density matrices γ and Γ, the energy derivative has so far been reduced to skeleton integral derivatives, marked (x), and a rotation κ of the Hartree–Fock orbitals. Indices i, j, k are occupied, a, b virtual, and p, q, r, s, t arbitrary. The orbital coefficients change as dC/dx = CU with U = −½S^(x) + κ, where S is the overlap and κ is antisymmetric. The orbital Lagrangian F has the symmetric part W = ½(F + Fᵀ). Of its antisymmetric part, only the virtual-occupied block survives when all electrons are correlated. Writing this block as

L_ai = 2(F_ai − F_ia),   (18)

the derivative is

dE/dx = Σ_pq γ_pq h_pq^(x) + ½ Σ_pqrs Γ_pqrs (pq|rs)^(x)
        − Σ_pq W_pq S_pq^(x) + dV_nn/dx + Σ_ai L_ai κ_ai.   (19)

The derivatives of the CI coefficients are absent because the CISD energy is stationary with respect to them. The remaining unknown is κ_ai, the rate at which the occupied and virtual Hartree–Fock spaces rotate into each other as the nucleus moves.

This rate follows from the Hartree–Fock equations. In the molecular orbital basis the Fock matrix is

f_pq = h_pq + Σ_j [2(pq|jj) − (pj|qj)].   (20)

Canonical orbitals make it diagonal, f_pq = ε_p δ_pq. The condition that determines the occupied space is f_ai = 0. It holds at every geometry, so its total derivative is zero.

There are three sources of change. The skeleton derivative f_ai^(x) comes from the atomic integrals. The orbitals a and i that label the element also change, contributing

Σ_r (U_ra f_ri + U_ri f_ar) = U_ia ε_i + U_ai ε_a,   (21)

because f is diagonal. Finally, the occupied orbitals j inside the Coulomb and exchange sums change. In 2(ai|jj) the orbital j occurs twice in symmetric positions, giving 4U_rj(ai|rj). In −(aj|ij) it occurs in two different positions, giving −U_rj[(ar|ij) + (aj|ir)]. With the abbreviation

K_pqrs = 4(pq|rs) − (pr|qs) − (ps|qr),   (22)

the differentiated condition is

0 = f_ai^(x) + ε_i U_ia + ε_a U_ai + Σ_rj K_airj U_rj.   (23)

Here r runs over all orbitals and j over the occupied ones. Now insert U = −½S^(x) + κ. Since κ_ia = −κ_ai and S^(x) is symmetric, the two orbital-energy terms become

ε_i U_ia + ε_a U_ai = (ε_a − ε_i)κ_ai − ½(ε_a + ε_i)S_ai^(x).   (24)

In the last sum of (23), separate the κ contribution into r = b and r = k. For r = k the factor K_aikj is unchanged when k and j are exchanged: the Coulomb integral is symmetric, and the two exchange integrals trade places. The factor κ_kj changes sign, so the double sum over k and j is zero. This expresses the fact that rotating occupied orbitals among themselves leaves the Hartree–Fock density unchanged. The terms with r = b remain, and (23) becomes the coupled-perturbed Hartree–Fock equation

Σ_bj A_ai,bj κ_bj = −B_ai,   (25)

A_ai,bj = δ_ab δ_ij (ε_a − ε_i) + K_aibj,   (26)

B_ai = f_ai^(x) − ½(ε_a + ε_i)S_ai^(x) − ½ Σ_rj K_airj S_rj^(x).   (27)

The quantity B_ai is the rate at which the Fock element would depart from zero if the orbitals were merely kept orthonormal, with κ = 0. The matrix A describes how a rotation restores the element to zero, including the change of the mean field caused by that rotation.

A direct check of κ uses Hartree–Fock orbitals computed at displaced geometries and differentiated numerically. For BH at 2.60 bohr, the largest element of κ in magnitude is 0.318 per bohr, and the largest discrepancy between (25) and the numerical derivative is 2 × 10⁻⁹ per bohr.

Solving (25) directly would require a new solution for each nuclear coordinate, because B depends on the displacement. The gradient, however, needs only the single number Σ_ai L_ai κ_ai for each coordinate. Treat each pair ai as one index, so that L, κ and B are vectors. Then

Lᵀκ = −LᵀA⁻¹B.   (28)

The product LᵀA⁻¹ does not depend on the displacement and can be formed first. The matrix A is symmetric: exchanging ai with bj leaves the diagonal term, (ai|bj) and (ab|ij) unchanged, and turns (aj|ib) into (bi|ja), which is the same real integral. Define z by

A z = −L.   (29)

Transposition gives zᵀA = −Lᵀ, hence zᵀ = −LᵀA⁻¹, and (28) becomes

Lᵀκ = zᵀB.   (30)

Equation (29) is the Z-vector equation. Its source is the antisymmetric part of the orbital Lagrangian. One solution serves all nuclear coordinates. For BH in this basis it has 3 × 16 = 48 unknowns.

The elements of z can also be read as Lagrange multipliers. Add Σ_ai z_ai f_ai to the CISD energy. This changes nothing in value, because f_ai = 0 for the Hartree–Fock orbitals. A rotation κ changes the energy by Lᵀκ and the added term by zᵀAκ. Requiring the sum to be stationary for every κ gives L + Az = 0, which is (29). The extended function is stationary with respect to both the CI coefficients and the orbital rotations, so its derivative needs the response of neither.

The complete gradient is

dE/dx = Σ_pq γ_pq h_pq^(x) + ½ Σ_pqrs Γ_pqrs (pq|rs)^(x)
        − Σ_pq W_pq S_pq^(x) + Σ_ai z_ai B_ai + dV_nn/dx.   (31)

For BH at 2.60 bohr the one-electron term is 1.7693099 hartree/bohr and the two-electron term is −0.8684088 hartree/bohr. The overlap term is −0.1264080 hartree/bohr. The nuclear term follows from the charges 5 and 1,

dV_nn/dx = −5/(2.60)² = −0.7396450 hartree/bohr.

The sum of these four contributions is

1.7693099 − 0.8684088 − 0.1264080 − 0.7396450 = 0.0348481 hartree/bohr.

The Z-vector term is −0.0013391 hartree/bohr, so that

dE/dx = 0.0348481 − 0.0013391 = 0.0335090 hartree/bohr,

or 1.7231 eV/Å. The positive derivative means that the energy rises on stretching, and the force pulls hydrogen towards boron. The large terms nearly cancel. The response term is small beside any of them, but it amounts to 4.0% of the total gradient in magnitude.

The total can be compared with CISD energies that are converged separately at displaced bond lengths. For a step d, the combination

{8[E(d) − E(−d)] − [E(2d) − E(−2d)]}/(12d)

removes the cubic term of the Taylor expansion: the first bracket contains d³E‴/3 and the second 8d³E‴/3, so they cancel. With d = 0.01 bohr the result is 0.0335090 hartree/bohr, in agreement with (31).

Two further derivatives separate the roles of the parameters. If the CI coefficients are frozen but the orbitals follow the Hartree–Fock equations, the numerical derivative is still 0.0335090 hartree/bohr. If the orbitals are frozen as well, apart from symmetric orthonormalization, it becomes 0.0348481 hartree/bohr, which is the sum without the Z-vector term. The coefficients can be frozen without affecting the first derivative; the orbitals cannot.

The separate size of the response term has no unique physical meaning, because it depends on what is meant by orbitals that do not respond. In (12) the reference is symmetric orthonormalization, for which κ = 0 and U = −½S^(x). One may instead choose a reference with U_ai = 0 and U_ia = −S_ia^(x), which also satisfies orthonormality. The response relative to this reference is

Σ_ai L_ai U_ai = Σ_ai L_ai κ_ai − ½ Σ_ai L_ai S_ai^(x).   (32)

For BH its value is −0.0006548 hartree/bohr, about half of the previous −0.0013391 hartree/bohr. The difference reappears in the overlap term, and the total gradient is the same. A statement that the response is small must therefore specify the reference.

In practice B need not be assembled for each displacement. Substitute (27) into zᵀB and sum over a and i first. With G_rj = Σ_ai z_ai K_airj, the result is

zᵀB = Σ_ai z_ai h_ai^(x) + Σ_aij z_ai [2(ai|jj)^(x) − (aj|ij)^(x)]
      − ½ Σ_ai z_ai (ε_a + ε_i)S_ai^(x) − ½ Σ_rj G_rj S_rj^(x).   (33)

Every factor multiplying a skeleton derivative is now independent of the displacement. These factors can be added to γ, Γ and W, transformed once to the atomic basis, and contracted with the derivative integrals as these are generated.

The addition to γ is visible most simply in a uniform electric field 𝓕 along the bond. Let the field add 𝓕d to the energy of each electron, where d is its z coordinate. The atomic basis does not move and the repulsion integrals do not change, so S^(x) and the two-electron skeleton derivatives are zero. Equation (27) reduces to B_ai = d_ai, and the derivative of the electronic energy is

dE/d𝓕 = Σ_pq γ_pq d_pq + Σ_ai z_ai d_ai = Σ_pq γ̃_pq d_pq.   (34)

The relaxed density γ̃ is obtained from γ by adding ½z_ai to both the ai and the ia element. The factor ½ is needed because both elements enter the last sum. The vector z is the one already found for the geometry, since (29) contains no reference to the perturbation.

The dipole moment is the nuclear contribution minus (34). With the direction from B to H counted as positive, the relaxed density of BH at 2.60 bohr gives 0.34415 atomic units, and numerical differentiation of CISD energies in a field gives the same value. The unrelaxed density gives 0.36135 atomic units, which is 5.0% too large relative to the energy derivative. The two densities differ because a field changes the Hartree–Fock orbitals, and the CISD energy is not stationary with respect to that change.

The Z-vector equation requires A to be invertible. For the Hartree–Fock determinant, equation (10) gives F_ai = 2f_ai and F_ia = 0, so the slope of its energy under a virtual-occupied rotation is 4f_ai. Since a rotation changes f_ai at the rate given by A, the matrix of second derivatives of the Hartree–Fock energy is 4A. A positive lowest eigenvalue therefore means that the determinant is a local minimum with respect to real closed-shell rotations. For BH at 2.60 bohr the lowest eigenvalue is 0.1347 hartree. It belongs to a degenerate pair of rotations that mix occupied σ orbitals with virtual π orbitals. L has no component along this pair, because L has the full symmetry of the molecule, so this eigenvalue does not affect z here. In general, when an eigenvalue approaches zero, the Hartree–Fock solution approaches an instability, and z becomes large if L has a component along the corresponding eigenvector. The CISD gradient can then inherit a failure of its orbitals, even if the CI equations themselves are well behaved.

Degenerate orbitals within the virtual space cause no such difficulty. If canonical orbitals had to be followed individually, the condition f_ab = 0 would determine κ_ab through the factor ε_a − ε_b, which vanishes for a degenerate pair. The gradient does not need κ_ab, because its coefficient Λ_ab is zero.

The accuracy required of the CI vector is also affected by the derivation. An error δ in c changes the energy at second order, by the same argument that gave (5). The densities in (31) contain products of coefficients and in general change at first order in δ. A vector that is good enough for the energy may therefore be insufficient for the gradient. Nor does the absence of coefficient derivatives extend to second derivatives of the energy: differentiating (31) again produces dγ/dx and dΓ/dx, which contain dc/dx.

The effect of the response on a structure can be seen by searching for the bond length at which the gradient vanishes. With the complete expression, the CISD/cc-pVDZ bond length of BH is 2.3672 bohr, or 1.2527 Å. Numerical differentiation of the CISD energy at this point gives 4 × 10⁻⁸ hartree/bohr, and the energy is higher at bond lengths 0.01 bohr shorter and longer. If the Z-vector term is omitted with the symmetric-orthonormalization reference, the gradient vanishes at 2.3614 bohr instead. The bond is then too short by 0.0058 bohr, or 0.25% of the length that minimizes the CISD energy.

This discrepancy measures the inconsistency of a gradient with its own energy. It says nothing about the error of the model itself, which uses a finite basis and leaves out triple and higher excitations. The numerical output below collects the individual values for BH.

Calculated quantities

```
BH, RHF/CISD, cc-pVDZ, all electrons correlated
bond length R0                        2.60 bohr
finite-difference step                0.01 bohr
orbitals: occupied, virtual           3, 16
RHF energy                            -25.11927715 hartree
CISD energy                           -25.20752117 hartree
Gradient contributions at R0 (hartree/bohr)
  one-electron skeleton term          1.7693099
  two-electron skeleton term          -0.8684088
  overlap term                        -0.1264080
  nuclear repulsion term              -0.7396450
  sum without orbital response        0.0348481
  Z-vector term z.B                   -0.0013391
  total analytic gradient             0.0335090
total gradient, converted             1.72310 eV/angstrom
Independent derivatives at R0 (hartree/bohr)
  CISD energies                       0.0335090
  CI frozen, orbitals relaxed         0.0335090
  CI and orbitals frozen              0.0348481
  L.kappa, differentiated orbitals    -0.0013391
  response term for choice U_ai=0     -0.0006548
frozen-CI excess, one step            4.6372e-06 hartree
frozen-CI excess, two steps           1.8548e-05 hartree
ratio of the excesses                 3.9999
Largest antisymmetric Lagrangian elements 2(F-F^T) (hartree)
  occupied-occupied                   4.2e-09
  virtual-virtual                     1.6e-09
  virtual-occupied                    0.00478
  core-valence with frozen core       0.01881
rotation derivative, numerical        -0.0007882 hartree
rotation derivative, from L           -0.0007882 hartree
largest |z|                           0.00896
largest |kappa|                       0.31811 1/bohr
largest error of kappa                1.7e-09 1/bohr
lowest eigenvalue of A                0.13471 hartree
Dipole along z, from B to H (atomic units)
  unrelaxed density                   0.361353
  relaxed density                     0.344147
  finite-field CISD energies          0.344147
optimized bond length                 2.36721 bohr
optimized bond length, converted      1.25268 angstrom
bond length without Z-vector term     2.36138 bohr
error from omitting the term          -0.00584 bohr
numerical gradient at the minimum     4.2e-08 hartree/bohr
```
